# Transferring a Hartree-Fock core potential to PBE: excitation energies of calcium: verification in Python

```python
# Result under test: when a Hartree-Fock (HF) core potential is used with PBE,
#   E_frozen[Dv] - E_PBE[Dc] - E_potential[Dv] = W[Dv],
#   W = Exc[nc+nv] - Exc[nc] - Exc[nv] + Tr(Dv Kc),
# so that  -W[D_potential] <= min E_potential - (min E_frozen - E_PBE[Dc])
#          <= -W[D_frozen].
# Dc, Dv: core and valence density matrices; nc, nv: their densities;
# Kc: same-spin HF exchange operator of the core; Exc: PBE functional.
# The atom is nonrelativistic calcium with spherically averaged shells.
# Matrices are stored as flattened s, p, d blocks, summed over m in each shell.
# Internal units are hartree and bohr; printed units are eV and angstrom.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, null_space
from scipy.special import gamma, gammainc, gammaincc, eval_legendre
from pyscf import gto, scf, dft
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
ANG = physical_constants['Bohr radius'][0] * 1e10
Z = 20
EXPS = [0.02 * 2.4**np.arange(19), 0.012 * 2.4**np.arange(14),
        0.03 * 2.4**np.arange(9)]
SIZE = [len(a) for a in EXPS]
EDGE = np.concatenate([[0], np.cumsum([n * n for n in SIZE])])
PART = [slice(EDGE[l], EDGE[l + 1]) for l in range(3)]

# Radial functions on a logarithmic grid.
STEP = 0.03
r = np.exp(np.arange(-12.0, 4.2, STEP))
weight = STEP * r**3                       # r^2 dr
NORM = [np.sqrt(2 * (2 * a)**(l + 1.5) / gamma(l + 1.5))
        for l, a in enumerate(EXPS)]
R = [NORM[l][:, None] * r**l * np.exp(-EXPS[l][:, None] * r**2)
     for l in range(3)]
dR = [(l / r - 2 * EXPS[l][:, None] * r) * R[l] for l in range(3)]


def outer_pairs(f, g):
    return (f[:, None, :] * g[None, :, :]).reshape(-1, len(r))


def block(vector, l):
    return vector[PART[l]].reshape(SIZE[l], SIZE[l])


PAIR = np.vstack([outer_pairs(R[l], R[l]) for l in range(3)])
DPAIR = np.vstack([outer_pairs(dR[l], R[l]) + outer_pairs(R[l], dR[l])
                   for l in range(3)])
OVERLAP = PAIR @ weight
KINETIC = np.concatenate([
    0.5 * (outer_pairs(dR[l], dR[l]) @ weight
           + l * (l + 1) * outer_pairs(R[l], R[l]) @ (weight / r**2))
    for l in range(3)])
RADIUS = PAIR @ (weight * r)
H_ALL = KINETIC - Z * (PAIR @ (weight / r))


def multipole_potential(l1, l2, k):
    """Radial potential of order k of every product R_i(l1) R_j(l2)."""
    p = (EXPS[l1][:, None] + EXPS[l2][None, :])[:, :, None]
    norm = (NORM[l1][:, None] * NORM[l2][None, :])[:, :, None]
    s, t = (l1 + l2 + k + 3) / 2, (l1 + l2 + 2 - k) / 2
    inner = gamma(s) * p**(-s) * gammainc(s, p * r**2) / r**(k + 1)
    outer = gamma(t) * p**(-t) * gammaincc(t, p * r**2) * r**k
    return (0.5 * norm * (inner + outer)).reshape(-1, len(r))


COULOMB = (PAIR * weight) @ np.vstack(
    [multipole_potential(l, l, 0) for l in range(3)]).T
EXCHANGE = np.zeros_like(COULOMB)
xg, wg = np.polynomial.legendre.leggauss(12)
for l1 in range(3):
    for l2 in range(3):
        if l1 == l2 == 2:
            continue      # at most one d electron: no d-d interaction in HF
        for k in range(abs(l1 - l2), l1 + l2 + 1, 2):
            angular = 0.5 * np.sum(wg * eval_legendre(l1, xg)
                                   * eval_legendre(k, xg)
                                   * eval_legendre(l2, xg))
            m = ((outer_pairs(R[l1], R[l2]) * weight)
                 @ multipole_potential(l1, l2, k).T)
            m = m.reshape(SIZE[l1], SIZE[l2], SIZE[l1], SIZE[l2])
            EXCHANGE[PART[l1], PART[l2]] += angular * m.transpose(
                0, 2, 1, 3).reshape(SIZE[l1]**2, SIZE[l2]**2)


def xc(D, code='pbe,pbe'):
    """Exchange-correlation energy and its derivative for spin matrices D."""
    n = np.maximum(D @ PAIR / (4 * np.pi), 0.0)
    dn = D @ DPAIR / (4 * np.pi)
    zero = np.zeros_like(r)
    rho = tuple(np.array([n[s], dn[s], zero, zero]) for s in range(2))
    exc, vxc = libxc.eval_xc(code, rho, spin=1, deriv=1)[:2]
    vrho, vsig = np.nan_to_num(vxc[0]), np.nan_to_num(vxc[1])
    energy = 4 * np.pi * np.sum(weight * n.sum(0) * np.nan_to_num(exc))
    V = [PAIR @ (weight * vrho[:, s])
         + DPAIR @ (weight * (2 * vsig[:, 2 * s] * dn[s]
                              + vsig[:, 1] * dn[1 - s])) for s in range(2)]
    return energy, np.array(V)


def energy_fock(D, h, theory, core=None):
    total = D if core is None else D + core
    n = total.sum(0)
    vj = COULOMB @ n
    if theory == 'hf':
        vj[PART[2]] -= COULOMB[PART[2], PART[2]] @ n[PART[2]]
        vx = -(total @ EXCHANGE)
        ex = 0.5 * np.sum(total * vx)
    else:
        ex, vx = xc(total)
    return n @ h + 0.5 * n @ vj + ex, h + vj + vx


def density(C, occ, skip=(0, 0, 0)):
    D = np.zeros((2, EDGE[-1]))
    for s in range(2):
        for l in range(3):
            f = np.array(occ[s][l], dtype=float)
            if len(f):
                c = C[s, l][:, skip[l]:skip[l] + len(f)]
                D[s, PART[l]] = ((c * f) @ c.T).ravel()
    return D


def solve(occ, h, U, theory, start, core=None):
    """Self-consistent orbitals in the space spanned by the columns of U."""
    channels = [(s, l) for s in range(2) for l in range(3) if occ[s][l]]
    D, P, C, focks, errors = start, None, {}, [], []
    for _ in range(250):
        energy, F = energy_fock(D, h, theory, core)
        now = [U[l].T @ block(F[s], l) @ U[l] for s, l in channels]
        if P is not None:
            errors.append(np.concatenate(
                [(f @ p - p @ f).ravel() for f, p in zip(now, P)]))
            if np.max(np.abs(errors[-1])) < 1e-6:
                return energy, D, C
            focks.append(now)
            focks, errors = focks[-8:], errors[-8:]
            e = np.array(errors)
            size = np.linalg.norm(e, axis=1)
            e = e / size[:, None]
            mix = np.linalg.lstsq(e @ e.T, 1 / size, rcond=1e-12)[0] / size
            mix = mix / mix.sum()
            now = [sum(c * f[i] for c, f in zip(mix, focks))
                   for i in range(len(channels))]
        P = []
        for (s, l), f in zip(channels, now):
            vec = eigh(0.5 * (f + f.T))[1]
            filled = vec[:, :len(occ[s][l])]
            P.append((filled * np.array(occ[s][l], dtype=float)) @ filled.T)
            C[s, l] = U[l] @ vec
        D = density(C, occ)
    raise AssertionError('self-consistency not reached')


NONE = [[], [], []]
STATES = {'4s2': ([[1], [], []], [[1], [], []]),
          '4s4p': ([[1], [1], []], NONE),
          '4s3d': ([[1], [], [1]], NONE),
          '4s+': ([[1], [], []], NONE),
          '3d+': ([[], [], [1]], NONE)}
INNER = [[1, 1, 1], [3, 3], []]
SKIP = {'small': (2, 1, 0), 'large': (3, 2, 0)}


def occupation(state, skip=(0, 0, 0)):
    return [[(INNER[l] + STATES[state][s][l])[skip[l]:] for l in range(3)]
            for s in range(2)]


FULL = []
for l in range(3):
    val, vec = eigh(block(OVERLAP, l))
    FULL.append((vec / np.sqrt(val)) @ vec.T)

# All-electron calculations, started from a screened nuclear potential.
screened = 1 + (Z - 1) / (1 + 3 * np.expm1(r))
h_guess = KINETIC - PAIR @ (weight * screened / r)
guess = {(s, l): eigh(block(h_guess, l), block(OVERLAP, l))[1]
         for s in range(2) for l in range(3)}
E, DM, ORB = {}, {}, {}
for theory in ('pbe', 'hf'):
    for state in STATES:
        if theory == 'hf' and state == '4s4p':
            continue
        occ = occupation(state)
        key = (theory, 'AE', state)
        E[key], DM[key], ORB[key] = solve(occ, H_ALL, FULL, theory,
                                          density(guess, occ))

# Frozen HF cores, their potentials, and the orthogonal valence spaces.
CORE, H_CORE, SPACE = {}, {}, {}
hf_orbitals = ORB['hf', 'AE', '4s2']
for size, skip in SKIP.items():
    shells = [INNER[l][:skip[l]] for l in range(3)]
    Dc = density(hf_orbitals, [shells, shells])
    CORE[size] = Dc
    H_CORE[size] = H_ALL + COULOMB @ Dc.sum(0) - EXCHANGE @ Dc[0]
    SPACE[size] = []
    for l in range(3):
        U = FULL[l]
        if skip[l]:
            c = hf_orbitals[0, l][:, :skip[l]]
            U = U @ null_space(c.T @ block(OVERLAP, l) @ U)
        SPACE[size].append(U)

# Published ten-electron-core potential in the same basis.
basis = [[l, [float(a), 1.0]] for l in range(3) for a in EXPS[l]]
mol = gto.M(atom='Ca 0 0 0', basis={'Ca': basis}, ecp={'Ca': 'lanl2dz'},
            verbose=0)
assert mol.atom_charge(0) == 10
first = mol.ao_loc_nr()
AO = []
for l in range(3):
    shells = [b for b in range(mol.nbas) if mol.bas_angular(b) == l]
    shells.sort(key=lambda b: mol.bas_exp(b)[0])
    AO.append(np.array([first[b] for b in shells]))


def flatten(matrix):
    return np.concatenate([matrix[np.ix_(i, i)].ravel() for i in AO])


H_LANL = flatten(mol.intor('int1e_kin') + mol.intor('int1e_nuc')
                 + mol.intor('ECPscalar'))

for theory in ('pbe', 'hf'):
    for state in STATES:
        if (theory, 'AE', state) not in E:
            continue
        orbitals = ORB['pbe', 'AE', state]
        for size, skip in SKIP.items():
            occ = occupation(state, skip)
            start = density(orbitals, occ, skip)
            key = (theory, size, state)
            E[key], DM[key], _ = solve(occ, H_CORE[size], SPACE[size],
                                       theory, start)
            if theory == 'pbe':
                key = (theory, 'FC-' + size, state)
                E[key], DM[key], _ = solve(occ, H_ALL, SPACE[size], theory,
                                           start, CORE[size])
        occ = occupation(state, SKIP['small'])
        E[theory, 'LANL', state] = solve(
            occ, H_LANL, FULL, theory,
            density(orbitals, occ, SKIP['small']))[0]

# Independent check of basis, Coulomb and exchange matrices, d block included.
assert np.allclose(flatten(mol.intor('int1e_ovlp')), OVERLAP, atol=1e-8)
dm = np.zeros((mol.nao, mol.nao))
for l in range(3):
    for m in range(2 * l + 1):
        dm[np.ix_(AO[l] + m, AO[l] + m)] = block(
            CORE['large'].sum(0), l) / (2 * l + 1)
vj, vk = scf.hf.get_jk(mol, dm)
assert np.allclose(flatten(vj), COULOMB @ CORE['large'].sum(0), atol=1e-5)
assert np.allclose(flatten(vk) / 2, EXCHANGE @ CORE['large'][0], atol=1e-5)

# Independent check of total energies with three-dimensional quadrature.
sp_basis = {'Ca': [b for b in basis if b[0] < 2]}
atom = gto.M(atom='Ca 0 0 0', basis=sp_basis, verbose=0)
ion = gto.M(atom='Ca 0 0 0', basis=sp_basis, charge=1, spin=1, verbose=0)
check = {('hf', '4s2'): scf.RHF(atom), ('pbe', '4s2'): dft.RKS(atom),
         ('pbe', '4s+'): dft.UKS(ion)}
worst_check = 0.0
for (theory, state), mf in check.items():
    if theory == 'pbe':
        mf.xc = 'pbe,pbe'
        mf.grids.atom_grid = (200, 50)
        mf.grids.prune = None
    value = mf.kernel()
    assert mf.converged
    worst_check = max(worst_check, abs(value - E[theory, 'AE', state]))
assert worst_check < 1e-4      # quadrature error of the comparison grid


def mismatch(Dv, Dc):
    """Exchange and correlation parts of W."""
    part = [xc(Dc + Dv, c)[0] - xc(Dc, c)[0] - xc(Dv, c)[0]
            for c in ('pbe,', ',pbe')]
    part[0] += np.sum(Dv * (Dc @ EXCHANGE))
    return np.array(part)


W = {}
reference_residual = {}
for size in SKIP:
    Dc = CORE[size]
    hf_core = energy_fock(Dc, H_ALL, 'hf')[0]
    pbe_core = energy_fock(Dc, H_ALL, 'pbe')[0]
    for state in STATES:
        if ('hf', 'AE', state) in E:
            rise = E['hf', size, state] + hf_core - E['hf', 'AE', state]
            assert rise > -1e-6
            if state == '4s2':
                reference_residual[size] = rise
                assert abs(rise) < 1e-6
        assert E['pbe', 'FC-' + size, state] > E['pbe', 'AE', state] - 1e-6
        W[size, 'P', state] = mismatch(DM['pbe', size, state], Dc)
        W[size, 'F', state] = mismatch(DM['pbe', 'FC-' + size, state], Dc)
        gap = (E['pbe', size, state]
               - E['pbe', 'FC-' + size, state] + pbe_core)
        assert -W[size, 'P', state].sum() - 1e-6 <= gap
        assert gap <= -W[size, 'F', state].sum() + 1e-6

MOVES = [('4s2', '4s4p'), ('4s2', '4s3d'), ('4s2', '4s+'), ('4s+', '3d+')]


def gap_ev(theory, method, move):
    return EV * (E[theory, method, move[1]] - E[theory, method, move[0]])


def rms_error(method):
    return np.sqrt(np.mean([(gap_ev('pbe', method, m)
                             - gap_ev('pbe', 'AE', m))**2 for m in MOVES]))


assert rms_error('small') < rms_error('large')
for move in MOVES[1:]:
    assert abs(gap_ev('hf', 'LANL', move) - gap_ev('hf', 'AE', move)) < 0.5


def radius(state, l, shell):
    c = ORB['pbe', 'AE', state][0, l][:, shell]
    return ANG * c @ block(RADIUS, l) @ c


def row(move, values):
    print(f'{move[0]:>4}->{move[1]:<5}' + ''.join(f'{v:10.4f}' for v in values))


print(f'Ca, Z = {Z}; radial Gaussians s,p,d: {SIZE}')
for size, skip in SKIP.items():
    print(f'{size} core: {CORE[size].sum(0) @ OVERLAP:.0f} electrons; '
          f'HF reference residual {EV * reference_residual[size]:.1e} eV')
print(f'largest total-energy difference from PySCF: {EV*worst_check:.1e} eV')
print('Mean radii, all-electron PBE, angstrom:')
print(f'3p {radius("4s2", 1, 1):.3f}  4s {radius("4s2", 0, 3):.3f}  '
      f'4p {radius("4s4p", 1, 2):.3f}  3d {radius("4s3d", 2, 0):.3f}  '
      f'3d in ion {radius("3d+", 2, 0):.3f}')
METHODS = ['small', 'large', 'LANL', 'FC-small', 'FC-large']
print('PBE energies, eV: AE, small, large, LANL2DZ, FC-small, FC-large')
for move in MOVES:
    row(move, [gap_ev('pbe', m, move) for m in ['AE'] + METHODS])
print('PBE errors against AE, eV: small, large, LANL2DZ, FC-small, FC-large')
for move in MOVES:
    row(move, [gap_ev('pbe', m, move) - gap_ev('pbe', 'AE', move)
               for m in METHODS])
print('RMS of these errors, eV:')
print('           ' + ''.join(f'{rms_error(m):10.4f}' for m in METHODS))
print(f'RMS ratio large/small: {rms_error("large") / rms_error("small"):.1f}')
print('HF energies, eV: AE, small, large, LANL2DZ')
for move in MOVES[1:]:
    row(move, [gap_ev('hf', m, move) for m in ['AE'] + METHODS[:3]])
print('HF errors against AE, eV: small, large, LANL2DZ')
for move in MOVES[1:]:
    row(move, [gap_ev('hf', m, move) - gap_ev('hf', 'AE', move)
               for m in METHODS[:3]])
for size in SKIP:
    print(f'{size} core mismatch, eV: lower bound, actual, upper, midpoint')
    for move in MOVES:
        a, b = move
        low = EV * (W[size, 'F', a] - W[size, 'P', b]).sum()
        high = EV * (W[size, 'P', a] - W[size, 'F', b]).sum()
        actual = gap_ev('pbe', size, move) - gap_ev('pbe', 'FC-' + size, move)
        row(move, [low, actual, high, 0.5 * (low + high)])
for size in SKIP:
    print(f'{size} core, -change of W at frozen-core orbitals, eV: x, c, sum')
    for a, b in MOVES:
        change = EV * (W[size, 'F', a] - W[size, 'F', b])
        row((a, b), [change[0], change[1], change.sum()])
print('no test failed')
```

Printed output:

```
Ca, Z = 20; radial Gaussians s,p,d: [19, 14, 9]
small core: 10 electrons; HF reference residual 1.7e-09 eV
large core: 18 electrons; HF reference residual 1.6e-10 eV
largest total-energy difference from PySCF: 6.5e-04 eV
Mean radii, all-electron PBE, angstrom:
3p 0.673  4s 2.136  4p 2.637  3d 1.681  3d in ion 1.239
PBE energies, eV: AE, small, large, LANL2DZ, FC-small, FC-large
 4s2->4s4p     1.8448    1.8660    1.5971    1.8433    1.8458    1.8470
 4s2->4s3d     1.7252    1.8765    2.3138    1.7671    1.7241    1.8173
 4s2->4s+      6.0675    6.0906    5.8665    6.0675    6.0673    6.0703
 4s+->3d+      1.3020    1.5065    2.4011    1.3599    1.3010    1.4330
PBE errors against AE, eV: small, large, LANL2DZ, FC-small, FC-large
 4s2->4s4p     0.0213   -0.2477   -0.0014    0.0011    0.0022
 4s2->4s3d     0.1513    0.5886    0.0419   -0.0011    0.0921
 4s2->4s+      0.0231   -0.2010    0.0000   -0.0002    0.0029
 4s+->3d+      0.2044    1.0991    0.0579   -0.0010    0.1310
RMS of these errors, eV:
               0.1281    0.6435    0.0357    0.0009    0.0801
RMS ratio large/small: 5.0
HF energies, eV: AE, small, large, LANL2DZ
 4s2->4s3d     2.1947    2.1948    2.2816    2.2101
 4s2->4s+      5.1171    5.1171    5.1263    5.1102
 4s+->3d+      1.9490    1.9493    2.0982    1.9742
HF errors against AE, eV: small, large, LANL2DZ
 4s2->4s3d     0.0002    0.0869    0.0154
 4s2->4s+      0.0000    0.0092   -0.0069
 4s+->3d+      0.0003    0.1492    0.0252
small core mismatch, eV: lower bound, actual, upper, midpoint
 4s2->4s4p    -0.1431    0.0202    0.1835    0.0202
 4s2->4s3d    -0.0144    0.1524    0.3192    0.1524
 4s2->4s+     -0.1397    0.0233    0.1863    0.0233
 4s+->3d+      0.0391    0.2054    0.3719    0.2055
large core mismatch, eV: lower bound, actual, upper, midpoint
 4s2->4s4p    -0.2870   -0.2499   -0.2127   -0.2499
 4s2->4s3d     0.3789    0.4965    0.6049    0.4919
 4s2->4s+     -0.2465   -0.2039   -0.1615   -0.2040
 4s+->3d+      0.9177    0.9681    1.0168    0.9672
small core, -change of W at frozen-core orbitals, eV: x, c, sum
 4s2->4s4p     0.0217   -0.0014    0.0203
 4s2->4s3d     0.1615   -0.0054    0.1561
 4s2->4s+      0.0269   -0.0038    0.0232
 4s+->3d+      0.2150   -0.0059    0.2091
large core, -change of W at frozen-core orbitals, eV: x, c, sum
 4s2->4s4p    -0.3498    0.0911   -0.2587
 4s2->4s3d     0.1556    0.4033    0.5589
 4s2->4s+     -0.2408    0.0333   -0.2075
 4s+->3d+      0.4457    0.5320    0.9777
no test failed
```
